# Adding a DKH correction to a relativistic ECP calculation

## Question

I am modelling gold precursors for vapour deposition, using the def2 effective core potential (ECP), which replaces 60 core electrons of gold. As a check on the metal centre I computed the ionization energy of the free atom. Hartree-Fock with the ECP gives 7.68 eV, while CCSD(T) with the same potential gives 8.83 eV.

The valence Hamiltonian contains the ordinary kinetic energy $p^2/2$, so I suspected that relativity was missing. I therefore ran two all-electron Hartree-Fock calculations, one nonrelativistic and one with the second-order Douglas-Kroll-Hess Hamiltonian (DKH2). Their difference is $+1.73$ eV. Adding it to the ECP value gives 9.41 eV, which is closer to the CCSD(T) number than before.

I also tried replacing the one-electron operator inside the ECP calculation by its DKH2 form. That changed the ionization energy by less than 0.001 eV. Why do two ways of adding the same physics disagree so badly, and is the first one an improvement?

## Answer

Neither is an improvement, and they fail for different reasons. The first adds the scalar-relativistic shift a second time. The second applies a correction that acts mainly near the nucleus to orbitals from which that region's structure has been removed. The better agreement with CCSD(T) is a cancellation between double-counted relativity and missing correlation.

### What the all-electron difference contains

I use atomic units in the derivation, with $c=137.036$, and measure energies from the electron's rest energy. The nucleus is a point charge. "Scalar" means that spin-orbit coupling is dropped.

For upper and lower components $\phi,\chi$, the Dirac equation in a potential $V$ is

$$
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\varepsilon\phi,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .
$$

Take orthonormal basis functions $u_i$ that diagonalize $p^2$, with eigenvalues $p_i^2$. Expand $\phi$ in the $u_i$ and $\chi$ in $\boldsymbol\sigma\cdot\mathbf p\,u_i/p_i$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the second set is also orthonormal, and the coupling between the two sets is the diagonal matrix $cp$. The potential in the lower block involves

$$
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p).
$$

The last term is the spin-orbit part. Without it,

$$
H=\begin{pmatrix}V&cp\\ cp&V_s-2c^2\end{pmatrix},\qquad
(V_s)_{ij}=\frac{\langle u_i|\mathbf p\cdot V\mathbf p|u_j\rangle}{p_ip_j}.
$$

First remove the free-particle coupling. Define

$$
E=c\sqrt{p^2+c^2},\quad A=\sqrt{\frac{E+c^2}{2E}},\quad
B=A\,\frac{cp}{E+c^2},\quad
U=\begin{pmatrix}A&B\\-B&A\end{pmatrix}.
$$

From $c^2p^2=(E-c^2)(E+c^2)$ follow $B^2=(E-c^2)/2E$ and $AB=cp/2E$. Hence $A^2+B^2=1$, so $U$ is a rotation. For $V=0$ the off-diagonal element of $UHU^T$ is

$$
cp(A^2-B^2)-2c^2AB=\frac{c^3p}{E}-\frac{c^3p}{E}=0,
$$

and the upper diagonal element is

$$
2cp\,AB-2c^2B^2=\frac{(E-c^2)(E+c^2)-c^2(E-c^2)}{E}=E-c^2 .
$$

With the potential restored, the upper block and the remaining coupling are

$$
h_1=E-c^2+AVA+BV_sB,\qquad O=-AVB+BV_sA .
$$

A second rotation $e^S$, with $S=\begin{pmatrix}0&W\\-W^T&0\end{pmatrix}$, removes $O$ to first order in the potential. The zeroth-order energies are $E_i-c^2$ above and $-E_j-c^2$ below, so the condition is

$$
O_{ij}-(E_i+E_j)W_{ij}=0 .
$$

Let $H_0$ be the free part and $\mathcal O$ the full off-diagonal matrix. Then $[S,H_0]=-\mathcal O$, and the second-order terms in the diagonal blocks combine to

$$
[S,\mathcal O]+\tfrac12[S,[S,H_0]]=\tfrac12[S,\mathcal O].
$$

The coupling that remains between the blocks is of second order in the potential. DKH2 drops it, together with all terms beyond second order, which leaves the upper block

$$
h_{\rm DKH2}=h_1+\tfrac12(WO^T+OW^T),\qquad W_{ij}=\frac{O_{ij}}{E_i+E_j}.
$$

In the atomic calculations $V=-Z/r$ is the bare nuclear potential, and the electron repulsion is left untransformed.

The one-electron ion Au$^{78+}$ gives a severe test. The Dirac formula puts its 1s level at $-3434.59$ hartree, DKH2 gives $-3425.59$, and the nonrelativistic operator gives $-3120.49$. DKH2 thus recovers $305.10/314.10=97\%$ of the relativistic shift. The DKH2 value comes from the finite basis used for the atom below; tighter s functions lower it by about 0.7 hartree, to $-3426.33$, and the fraction stays at 97%.

### Where the correction acts

Expanding in $1/c^2$ shows the physical content. We have $E-c^2\simeq p^2/2-p^4/8c^2$, $A\simeq1-p^2/8c^2$ and $B\simeq p/2c$. The potential terms become

$$
AVA+BV_sB\simeq V+\frac{2\,\mathbf p\cdot V\mathbf p-p^2V-Vp^2}{8c^2}
=V+\frac{\nabla^2V}{8c^2}.
$$

The coupling $O$ is of order $1/c$ and its denominator of order $c^2$, so the second-order term starts at $1/c^4$. For $V=-Z/r$, $\nabla^2V=4\pi Z\delta(\mathbf r)$, and

$$
h_{\rm DKH2}-h_{\rm NR}\simeq-\frac{p^4}{8c^2}+\frac{\pi Z}{2c^2}\delta(\mathbf r).
$$

The second term acts at the nucleus. The first is largest close to it: a local estimate $p^2/2\simeq Z/r$ gives $p^4/8c^2\simeq Z^2/(2c^2r^2)$. A 6s electron spends little time there, but its all-electron orbital has inner oscillations with high local momentum. For $Z=79$ this expansion serves for interpretation; the numbers below use the full DKH2 matrices.

### Where the ECP keeps its relativity

For valence angular momentum $l$, the ECP one-electron operator is

$$
h_l^{\rm ECP}=\frac{p^2}{2}-\frac{Z_v}{r}+U_l(r),\qquad Z_v=79-60=19 .
$$

The functions $U_l$ represent the missing core and keep the valence electrons out of it. Their parameters were adjusted so that the valence-only atom reproduces energies from quasirelativistic all-electron calculations. The relativistic energy shifts enter through that adjustment. The operator $p^2/2$ acts on smooth pseudo-orbitals, and its familiar form says nothing about whether the complete valence Hamiltonian is relativistic.

This can be tested by comparing properties. Let $P$ be any property, with every calculation at the same electronic level, and define

$$
R=P_{\rm DKH}-P_{\rm NR},\qquad e=P_{\rm ECP}-P_{\rm DKH}.
$$

Here $R$ is the all-electron relativistic shift and $e$ is the residual of the ECP relative to DKH2. Eliminating $P_{\rm DKH}$ gives

$$
P_{\rm ECP}=P_{\rm NR}+R+e,\qquad
P_{\rm ECP}+R=P_{\rm NR}+2R+e .
$$

The factor 2 is the double counting. The error relative to DKH2 changes from $e$ to $e+R$. The addition helps if and only if

$$
(e+R)^2<e^2\quad\Longleftrightarrow\quad R(R+2e)<0
\quad\Longleftrightarrow\quad \frac eR<-\frac12 ,
$$

where the last form assumes $R\ne0$. In words, the ECP value would have to lie on the nonrelativistic side of the midpoint between $P_{\rm NR}$ and $P_{\rm DKH}$. A potential that poor has not captured scalar relativity for that property.

### Numbers for the gold atom

All values in this section are Hartree-Fock. The configurations are $5d^{10}$ for Au$^+$, $5d^{10}6s^1$ for Au and $5d^{10}6s^2$ for Au$^-$. Each spin then has filled shells, so the mean field can be kept spherical. Large uncontracted Gaussian bases are used for both the all-electron and the ECP atoms. Ionization energy and electron affinity are differences of separately converged total energies. The third decimal is not converged with respect to the basis: a denser basis with tighter functions raises the ionization energy by about 0.003 eV for DKH2 and 0.001 eV for the ECP.

For the **ionization energy**, the nonrelativistic and DKH2 values are 5.930 and 7.657 eV. Thus

$$
R=7.657-5.930=1.727\ \text{eV},\qquad
e=7.682-7.657=0.025\ \text{eV}.
$$

The ECP already has the shift. Adding $R$ gives $7.682+1.727=9.409$ eV and raises the error from 0.025 to 1.752 eV, or 169 kJ/mol. The midpoint is $(5.930+7.657)/2=6.79$ eV; the ECP value would have to fall below it before $R$ could help.

For the **electron affinity**, counted positive when the anion is bound, the nonrelativistic value is 0.081 eV, DKH2 gives 0.613 eV and the ECP 0.624 eV. Adding $R=0.532$ eV produces 1.157 eV, nearly twice the DKH2 result.

The **6s mean radius** of the neutral atom shows that the contraction is also present. It is 1.954 Å without relativity, 1.624 Å with DKH2 and 1.622 Å with the ECP. Adding the contraction again would give 1.292 Å.

The **5d orbital energy** of Au$^+$ moves the other way: it rises from $-21.789$ to $-20.816$ eV, and the ECP gives $-20.824$ eV. A second addition leaves it 0.964 eV too high. The rise can be understood from the leading-order operator. A d orbital vanishes at the nucleus, so the delta term does not contribute, and $-p^4/8c^2$ lowers its energy. At this order the observed rise must therefore come from the changed mean field of the other electrons. Contracted inner s and p shells, which screen the nucleus more effectively, are the natural source, although the calculation does not separate their contributions. Double counting exaggerates this indirect effect too.

### Why inserting the operator does almost nothing

In your second experiment, $p^2/2-19/r$ was replaced by its DKH2 counterpart for charge 19, while $U_l$ was left unchanged. That is not the same as adding $R$.

The expectation value of $h_{\rm DKH2}-h_{\rm NR}$ in the nonrelativistic all-electron 6s orbital, with $Z=79$, is $-0.766$ eV. For the 6s pseudo-orbital, with charge 19, it is $-0.0024$ eV, about 300 times smaller. The reduction comes from the pseudo-orbital, which lacks the inner oscillations. The smaller charge in the operator hardly matters: with charge 79 the pseudo-orbital still gives about $-0.0024$ eV.

The self-consistent ionization energy changes from 7.682 to 7.683 eV; the unrounded shift is $+0.0005$ eV. This small change does not show that relativity is unimportant in gold, since the all-electron shift is 1.727 eV. It shows that the inserted operator cannot see the region where that shift originates.

The insertion is still inconsistent. The potential $U_l$ was fitted for use with $p^2/2$, and changing the kinetic operator afterwards alters the model it was fitted to. For this ionization energy the damage is negligible. That result belongs to this potential and this form of insertion; an implementation that used another charge, or transformed $U_l$ as well, would need its own assessment.

The $-0.766$ eV should not be compared directly with $R$ as though both were the same quantity. It is the expectation value in one fixed orbital. The ionization shift also contains the response of all orbitals and terms beyond first order.

### Why the wrong sum looked better

Your reference contained electron correlation, but the numbers being corrected did not. In the def2-TZVPP basis, the ECP ionization energy is 7.684 eV at Hartree-Fock level and 8.833 eV with CCSD(T), with the 5s and 5p electrons left uncorrelated. Correlation therefore contributes $+1.150$ eV at this level.

Hartree-Fock with the ECP lies 1.15 eV below the CCSD(T) value. Adding $R=1.727$ eV overshoots it by 0.576 eV. The distance is halved, but by using a relativistic shift to stand in for correlation.

The cancellation disappears once correlation is included. Adding the same Hartree-Fock $R$ to CCSD(T) gives $8.833+1.727=10.560$ eV. The measured ionization energy is roughly 9.2 eV, so the correlated ECP value is about 0.4 eV too low and the "corrected" one more than 1.3 eV too high. The CCSD(T) value is not converged. At the cheaper MP2 level, going from def2-TZVPP to def2-QZVPP raises the ionization energy by 0.15 eV, and correlating the 5s and 5p electrons raises it by about another 0.19 eV. The MP2 shifts show the direction but not the exact size: with CCSD(T) in def2-TZVPP, correlating the 5s and 5p electrons adds only 0.11 eV. Such increases narrow the gap to experiment and also reduce the 0.576 eV overshoot found above. A gap of that kind calls for a better correlated calculation, not another copy of $R$.

### When an all-electron correction is legitimate

If the potential was fitted to **nonrelativistic** atoms, write $P_{\rm ECP}^{\rm NR}=P_{\rm NR}+e'$. Then

$$
P_{\rm ECP}^{\rm NR}+R=P_{\rm DKH}+e' .
$$

The shift is counted once, and the remaining error is the potential's nonrelativistic residual. Adding $R$ is sensible when $e'$ is small. What matters is the reference data behind the potential, not the fact that it is an ECP.

For a relativistic ECP, an all-electron calculation can correct the residual of the potential:

$$
P\simeq P_{\rm ECP}^{\rm high}+\left(P_{\rm DKH}^{\rm low}-P_{\rm ECP}^{\rm low}\right).
$$

"High" and "low" denote electronic levels, such as CCSD(T) and Hartree-Fock. The bracket is $-e$, not $R$. This assumes that the residual changes little between the two levels and that basis errors in the bracket are small. For the gold ionization energy it gives $8.833-0.025=8.808$ eV.

Even that correction is at the limit of what DKH2 can support. An infinite-order decoupling of the same one-electron Dirac matrix (X2C) gives a Hartree-Fock ionization energy of 7.678 eV, or 0.021 eV above DKH2. Against X2C the ECP residual is about 0.004 eV, which is no larger than the basis error of a few meV in these values. Both all-electron methods also leave the electron repulsion untransformed, an omission worth roughly 0.01 eV here. Most of the apparent 0.025 eV residual thus reflects the truncation of DKH2, so there is little reason to apply this correction here.

The simpler choices are a relativistic ECP with its matching valence basis, or an all-electron DKH calculation with a basis made for DKH. The basis matters because contraction coefficients fix the shapes of inner orbitals, and those shapes differ between the Hamiltonians.

### What this means for a gold precursor

A free atom is not a precursor molecule. Ligands share charge with the metal, and a surface changes the energetics again, so the 1.75 eV atomic error cannot be carried over unchanged to a reaction energy or barrier. These atomic data do not determine what fraction would survive.

The thermal scale shows why even a fraction matters. At 450 K, a rough deposition temperature, $k_BT=0.0388$ eV, and the atomic error is about 45 times larger. Suppose, purely for illustration, that one tenth of it entered an activation energy. Then $0.175/0.0388\simeq4.5$, and an Arrhenius rate with a fixed prefactor would change by $e^{4.5}\simeq90$.

Spin-orbit coupling is a separate matter, because $R$ is scalar and does not supply it. A screened one-electron estimate for Au$^+$ uses

$$
\zeta=\frac1{2c^2}\left\langle\frac{Z-Q(r)}{r^3}\right\rangle_{5d},\qquad
\Delta_{5d}=\frac52\,\zeta ,
$$

where $Q(r)$ is the number of electrons within radius $r$. The factor $5/2$ is the difference of $\mathbf l\cdot\mathbf s$ between $j=5/2$ and $j=3/2$, namely $1-(-3/2)$. The estimate is $\Delta_{5d}\simeq1.6$ eV, somewhat below the separation of about 1.76 eV between the 5d orbital energies in a Dirac-Hartree-Fock calculation of Au$^+$ with a point nucleus and Coulomb repulsion. To first order this does not shift the ionization energy above, because Au$^+$ has closed shells and the electron removed is an s electron. For states with a hole in the 5d shell it can matter directly, and it then needs a spin-orbit treatment, not a second scalar correction.

For your calculations, keep the relativistic ECP, leave out $R$, and put the effort into correlation and the valence basis. If you are unsure about a potential, compare its atomic Hartree-Fock value with the nonrelativistic and DKH values at the same level: the midpoint criterion tells you whether adding $R$ could help that property. The main values are in the numerical output below.

## Calculated quantities

```
Nuclear charge 79; ECP core electrons 60; valence 19
Speed of light: 137.036 atomic units
Au78+ 1s, Dirac formula: -3434.59 hartree
Au78+ 1s, Dirac matrix:  -3433.36 hartree
Au78+ 1s, DKH2:          -3425.59 hartree
Au78+ 1s, NR:            -3120.49 hartree
Au ECP energy, radial code: -134.775435 hartree
Au ECP energy, 3D code:     -134.775435 hartree
IP of Au [eV], Hartree-Fock:
  NR 5.930; DKH2 7.657; R +1.727
  ECP 7.682; ECP + R 9.409
  error before +0.025; after +1.752
EA of Au [eV], Hartree-Fock:
  NR 0.081; DKH2 0.613; R +0.532
  ECP 0.624; ECP + R 1.157
  error before +0.011; after +0.544
5d level of Au+ [eV], Hartree-Fock:
  NR -21.789; DKH2 -20.816; R +0.973
  ECP -20.824; ECP + R -19.851
  error before -0.009; after +0.964
6s mean radius [angstrom], Hartree-Fock:
  NR 1.954; DKH2 1.624; R -0.330
  ECP 1.622; ECP + R 1.292
  error before -0.002; after -0.332
<h_DKH2 - h_NR>, all-electron NR 6s: -0.766 eV
<h_DKH2 - h_NR>, ECP pseudo 6s: -0.00240 eV
IP, DKH2 operator inserted in ECP: 7.6830 eV
IP shift from that insertion: +0.00054 eV
IP, all-electron X2C: 7.6784 eV
IP, X2C minus DKH2: +0.0209 eV
5d spin-orbit splitting, estimate: 1.63 eV
IP, ECP HF, def2-TZVPP: 7.684 eV
IP, ECP CCSD(T), def2-TZVPP: 8.833 eV
Correlation part of IP: +1.150 eV
HF ECP + R minus CCSD(T) ECP: +0.576 eV
CCSD(T) ECP + R (double counted): 10.560 eV
Thermal energy at 450 K: 0.0388 eV
IP error after adding R / thermal energy: 45
```
